Dirac's positron annihilation cross section and the free-gas positron lifetime

**Question**

I have to find the total cross section for e⁺e⁻ → 2γ with the electron at rest and both particles unpolarised, then show that σv → πr_e²c for slow positrons, where r_e = e²/mc². The last part asks for the positron lifetime in a free electron gas of metallic density.

I can write down the two tree diagrams. After that I get a long trace and an integral over photon angle in which both photon energies depend on the angle, and I lose factors of 2. I also don't understand the limit. If σv stays finite, σ blows up as v → 0. Why doesn't a stopped positron annihilate at once? And how far should I trust the lifetime?

**Answer**

Two choices shorten the work: photon polarisations that are transverse in the electron's rest frame, which replace the long Dirac traces by a short two-component spin sum, and photon energy instead of angle as the integration variable.

**Kinematics**

Set ħ = c = m = 1 for now, with α = e²/ħc in Gaussian units. The positron has Lorentz factor g, momentum vector P and |P| = p = √(g²−1). The photons have energies ω₁, ω₂ and unit directions n₁, n₂. Define

G = g + 1,  κ = n₁·n₂,  w = 1 − κ.

Energy and momentum conservation give ω₁ + ω₂ = G and ω₁n₁ + ω₂n₂ = P. The squared total four-momentum is 2 + 2g = 2G before and 2ω₁ω₂w after, so

w = G/(ω₁ω₂) = 1/ω₁ + 1/ω₂.

**The amplitude**

With metric (+,−,−,−), spinors normalised to u†u = 2E, and up to a phase,

M = 4πα v̄ [ ε̸₂(p̸₋ − k̸₁ + 1)ε̸₁ / ((p₋−k₁)² − 1) + (1↔2) ] u.

The denominator is −2p₋·k₁ = −2ω₁. Gauge invariance lets us take ε = (0, e) with e·n = 0 in the electron rest frame, where p₋ = (1, 0). Then ε·p₋ = 0, so p̸₋ anticommutes with ε̸₁ and

(p̸₋ + 1)ε̸₁u = ε̸₁(−p̸₋ + 1)u = 0.

Only −k̸₁ = −ω₁n̸₁ survives in the numerator, where n̸ = γ⁰ − γ·n. The photon energies cancel:

M = 2πα v̄ [ ε̸₂n̸₁ε̸₁ + ε̸₁n̸₂ε̸₂ ] u.

Now use two-component spinors in the standard representation:

u = √2 (φ, 0),  v = (σ·P χ/√G, √G χ).

The γ⁰ parts of the bracket combine to −γ⁰(ε̸₂ε̸₁ + ε̸₁ε̸₂) = 2γ⁰ e₁·e₂, because ε₁·ε₂ = −e₁·e₂. The spatial parts are products of three Pauli matrices, for which

(σ·a)(σ·b)(σ·c) = (a·b)σ·c − (a·c)σ·b + (b·c)σ·a + i a·(b×c).

With e₁·n₁ = e₂·n₂ = 0 the result is

M = 2πα √(2G) χ†(σ·V + iB)φ,

V = 2(e₁·e₂)P/G + (e₂·n₁)e₁ + (e₁·n₂)e₂ − (e₁·e₂)(n₁+n₂),

B = (n₁ − n₂)·(e₁×e₂).

V and B are real, so summing over both spins gives tr[(σ·V+iB)(σ·V−iB)] = 2(V²+B²), and

Σ|M|² = (2πα)² · 2G · 2(V²+B²) = (4πα)² G (V²+B²).

**Sum over polarisations**

Let y be the unit normal to the photon plane. Each photon is polarised along y or along aᵢ = y×nᵢ. Write s = y·(n₁×n₂), so that s² = 1−κ², a₂·n₁ = −s, a₁·n₂ = s and a₁·a₂ = κ. Let δ = (ω₁−ω₂)/G; then 2P/G = (1+δ)n₁ + (1−δ)n₂.

Both along y: B = 0 and V = 2P/G − n₁ − n₂ = δ(n₁−n₂). Since (n₁−n₂)² = 2w,

V² + B² = 2wδ².

One along y, one in the plane: V = ∓s y and B = w, so

V² + B² = (1−κ)(1+κ) + (1−κ)² = 2w, for each of the two cases.

Both in the plane: B = 0, since a₁×a₂ is along y, and

V = κδ(n₁−n₂) + s(a₂−a₁).

Because s y = n₁×n₂, we have s a₂ = (n₁×n₂)×n₂ = κn₂ − n₁ and s a₁ = (n₁×n₂)×n₁ = n₂ − κn₁. Their difference is −w(n₁+n₂). This is orthogonal to n₁−n₂, and (n₁+n₂)² = 2(1+κ), so

V² + B² = 2wκ²δ² + 2w²(1+κ) = 2w(1 − κ² + κ²δ²).

The four cases add up to 2w[3 − κ² + δ²(1+κ²)]. Finally δ² = 1 − 4ω₁ω₂/G² = 1 − 4/(Gw), which turns the sum into

8[ w − (1+κ²)/G ].

**Phase space is flat in photon energy**

The two-photon phase space, after the delta function has fixed k₂, is

dΦ = (1/16π²) d³k₁/(ω₁ω₂) δ(G − ω₁ − ω₂), with ω₂ = |P − k₁|.

Write d³k₁ = 2πω₁² dω₁ d(cos θ). At fixed ω₁, ω₂² = p² + ω₁² − 2pω₁cos θ gives |d(cos θ)| = ω₂dω₂/(pω₁). All factors of ω cancel, and the delta function removes dω₂:

dΦ = dω₁/(8πp).

The condition |cos θ| ≤ 1 means |p−ω₁| ≤ G−ω₁ ≤ p+ω₁, so ω₁ runs from ω₋ to ω₊, where ω± = (G ± p)/2.

The remaining factors are 1/4 for the spin average, 1/(4p) for the flux, and 1/2 because integrating over the full range counts each pair of identical photons twice:

σ = ½ · ¼ · (1/4p) ∫ 16π²α² G · 8[w − (1+κ²)/G] dω₁/(8πp)

 = (πα²G/2p²) ∫ [w − (1+κ²)/G] dω₁.

Restoring units, α² becomes α²(ħ/mc)² = r_e².

**The integral**

Since κ = 1−w, 1+κ² = 2 − 2w + w². Three integrals are needed. First,

ω₊ω₋ = (G²−p²)/4 = G/2, because p² = (g−1)G,

ω₊/ω₋ = (G+p)²/(G²−p²) = (G² + 2Gp + p²)/(2G) = g + p.

With L = ln(g+p),

∫dω₁ = p,

∫w dω₁ = ∫(1/ω₁ + 1/ω₂)dω₁ = 2L,

∫w² dω₁ = ∫(1/ω₁² + 1/ω₂² + 2w/G)dω₁ = 2p/(ω₊ω₋) + 4L/G = 4(p+L)/G.

Therefore

σ = (πr_e²G/2p²) [ 2L − 2p/G + 4L/G − 4(p+L)/G² ]

 = (πr_e²/p²) [ L(G²+2G−2)/G − p(G+2)/G ].

Here G²+2G−2 = g²+4g+1 and G+2 = g+3. Taking 1/G outside gives Dirac's formula:

σ = πr_e²/(g+1) · { (g²+4g+1)/(g²−1) · ln[g+√(g²−1)] − (g+3)/√(g²−1) }.

For g ≫ 1 the braces tend to ln(2g) − 1, so σ falls roughly as (ln 2g − 1)/g.

As an example take g = 2, a kinetic energy of 511 keV. The first term is (13/3) × 1.31696 = 5.70682 and the second is 5/√3 = 2.88675. Then

σ = πr_e² × (5.70682 − 2.88675)/3 = 0.9400 × 2.4947×10⁻²⁵ cm² = 2.345×10⁻²⁵ cm² = 0.2345 barn.

The photon energies lie between 324 and 1209 keV. The numerical check integrates the two diagrams with explicit Dirac spinors in the centre-of-mass frame and finds the same cross section.

**The slow limit**

Put g = cosh η, so p = sinh η, L = η and v/c = β = tanh η = p/g. Then

σv/(πr_e²c) = N/D, with N = η(g²+4g+1) − p(g+3) and D = g(g+1)p.

The series needed are g = 1 + η²/2 + η⁴/24, g² = 1 + η² + η⁴/3, p = η + η³/6 + η⁵/120 and gp = ½ sinh 2η = η + 2η³/3 + 2η⁵/15. They give

N = (6η + 3η³ + η⁵/2) − (4η + 7η³/6 + 19η⁵/120) = 2η + 11η³/6 + 41η⁵/120,

D = (2 + 3η²/2 + 3η⁴/8)(η + η³/6 + η⁵/120) = 2η + 11η³/6 + 77η⁵/120,

with terms of order η⁷ and higher omitted. The first two terms agree, so N/D = 1 + (N−D)/D = 1 − 3η⁴/20 + …, and since η = β at leading order,

σv = πr_e²c [1 − (3/20)β⁴ + …].

There is no β² correction, and the limit is approached quickly: the ratio σv/(πr_e²c) is 0.99998 at β = 0.1 and still 0.989 at β = 0.5.

This resolves your paradox. The cross section does diverge as 1/v, but the annihilation rate in a medium of electron density n is nσv. A slower positron meets fewer electrons per second, and the two effects cancel. At tree level the rate stays finite at πr_e²cn; the last section shows what Coulomb attraction does to this value.

The limit also has a spin structure. At threshold P = 0, n₂ = −n₁ and δ = 0, so V vanishes in all four polarisation cases and the amplitude is proportional to χ†φ. For a positron with physical spin ξ, charge conjugation gives χ ∝ iσ₂ξ*, so χ†φ ∝ ξ↑φ↓ − ξ↓φ↑, which is the spin singlet. The triplet does not contribute at threshold, and πr_e²c is one quarter of the singlet value. Using it for a gas therefore assumes unpolarised electrons or an unpolarised positron.

**Lifetime in the free gas**

Let the positron be at rest and the electrons fill a Fermi sphere. By charge-conjugation symmetry the same σv applies to an electron moving past a resting positron. Averaging β⁴ ≈ (ħk/mc)⁴ over the sphere gives (3/7)(ħk_F/mc)⁴, so the electrons' motion lowers the rate by the fraction (3/20)(3/7)(ħk_F/mc)⁴ = (9/140)(ħk_F/mc)⁴. At the densities below this is about 10⁻¹⁰ or less and can be dropped.

Write n = 3/(4πr_s³a₀³), where r_s is the radius of the sphere holding one electron, in Bohr radii a₀. With r_e = α²a₀,

1/τ = πr_e²cn = 3α⁴c/(4r_s³a₀),

τ = 4r_s³a₀/(3α⁴c).

For r_s = 2 the density is 2.014×10²³ cm⁻³, and

1/τ = 7.479×10⁻¹⁵ cm³/s × 2.014×10²³ cm⁻³ = 1.506×10⁹ s⁻¹,

so τ = 0.66 ns. For r_s = 3 and 4 the lifetimes are 2.2 ns and 5.3 ns.

**How far to trust it**

Not as a prediction. Even near r_s = 2 it is too long by about a factor of four: aluminium, with r_s ≈ 2.07, gets 0.74 ns from the formula against a measured value near 0.16 ns, and the gap widens as r_s grows. Measured lifetimes in metals are roughly 0.1 to 0.4 ns, shorter than all three values.

The weak point is the plane waves. At a distance of one reduced wavelength, ħ/mv, the Coulomb energy is e²mv/ħ. Its ratio to mv² is αc/v, so attraction can be neglected only for v ≫ αc, and by a wide margin. For an isolated, unscreened pair it multiplies σv by x/(1 − e^(−x)) with x = 2παc/v. This factor is still 1.25 at β = 0.1, is 6.6 at β = 0.007, and grows as 1/v when v → 0. At r_s = 2 the Fermi velocity is 0.0070c, while α = 0.0073. The condition fails, even though β is tiny and the tree-level limit itself is accurately reached. "σv tends to πr_e²c" is thus a statement about the tree-level formula, not about the true cross section of an attracting pair at vanishing speed.

Attraction raises the electron density at the positron, and that local density is what should multiply πr_e²c. Positronium illustrates the effect for a single unscreened electron. Its ground state ψ = exp(−r/2a₀)/√(8πa₀³) satisfies −(ħ²/m)∇²ψ − (e²/r)ψ = Eψ, the equation for reduced mass m/2. Annihilation takes place over distances of order ħ/mc, much smaller than a₀, so at lowest order the density to use is

|ψ(0)|² = 1/(8πa₀³) = 2.69×10²³ cm⁻³.

One bound electron therefore supplies more density at the positron than the whole uniform gas at r_s = 2, and about ten times more than the gas at r_s = 4. The corresponding spin-averaged two-photon rate has an inverse of 0.50 ns. This is still longer than the measured lifetimes, so positronium does not give the size of the enhancement in a dense metal. A metal is not a collection of positronium atoms, because the other electrons screen the attraction, but this shows why the r_s³ growth of the free-gas lifetime cannot be trusted at low density. The estimate also leaves out annihilation with core electrons and the non-uniform density of a real lattice.

Computed values

```
classical electron radius r_e = 2.81794e-13 cm
Bohr radius a0 = 5.29177e-09 cm
speed of light c = 2.99792e+10 cm/s
fine-structure constant alpha = 7.297353e-03 (dimensionless)
pi r_e^2 = 2.49467e-25 cm^2
pi r_e^2 c = 7.47884e-15 cm^3/s
Example: Lorentz factor = 2.0, beta = 0.86603
positron kinetic energy = 511.00 keV
lowest photon energy = 323.96 keV
highest photon energy = 1209.04 keV
logarithm ln(g+p) = 1.31696
first term in braces = 5.70682
second term in braces = 2.88675
sigma/(pi r_e^2), Dirac formula = 0.940022
sigma/(pi r_e^2), explicit amplitudes = 0.940022
sigma = 2.3450e-25 cm^2 = 0.2345 barn
beta = 0.01: sigma v/(pi r_e^2 c) = 1.00000000
beta = 0.10: sigma v/(pi r_e^2 c) = 0.99998489
beta = 0.30: sigma v/(pi r_e^2 c) = 0.99870338
beta = 0.50: sigma v/(pi r_e^2 c) = 0.98862921
beta = 0.90: sigma v/(pi r_e^2 c) = 0.75620110
(1 - sigma v/(pi r_e^2 c))/beta^4 at beta = 0.001: 0.150000
r_s = 2: electron density = 2.0138e+23 cm^-3
  Fermi velocity / c = 0.00700
  relative rate deficit from motion = 1.55e-10
  annihilation rate = 1.5061e+09 s^-1
  lifetime = 0.6640 ns
r_s = 3: electron density = 5.9668e+22 cm^-3
  Fermi velocity / c = 0.00467
  relative rate deficit from motion = 3.05e-11
  annihilation rate = 4.4625e+08 s^-1
  lifetime = 2.2409 ns
r_s = 4: electron density = 2.5173e+22 cm^-3
  Fermi velocity / c = 0.00350
  relative rate deficit from motion = 9.66e-12
  annihilation rate = 1.8826e+08 s^-1
  lifetime = 5.3118 ns
positronium contact density = 2.6851e+23 cm^-3
gas r_s with that density = 1.8171
inverse spin-averaged positronium rate = 0.4980 ns
singlet positronium lifetime, lowest order = 0.1245 ns
```
